# The f^(10/3) correction to Maxwell Garnett theory for simple-cubic sphere arrays, part 1

(Sections cited here and not found follow in the second part.)

## From the lattice field to the Maxwell Garnett formula

A dielectric of relative permittivity 2.9, pierced by a simple-cubic array of empty spherical pores that occupy 30% of its volume, has an effective permittivity of 2.2255. This value comes from a numerical solution of the electrostatic problem in one cell. The Maxwell Garnett formula, which treats each pore as a point dipole, gives 2.2271. The pores are then separated by walls only a fifth as thick as the pores are wide, yet the two values differ by less than one part in a thousand. The difference also grows steeply. It is 0.00029 at a porosity of 0.20 and 0.00538 at 0.40, so doubling the porosity multiplies it by between 18 and 19. Both the smallness and the steepness need an explanation.

They follow from a multipole expansion due to Rayleigh. Let the spheres have permittivity $k_i$ and the host $k_m$, and let $q=k_i/k_m$. The spheres have radius $a$ and do not touch. The lattice period is taken as the unit of length, so that the volume fraction is $f=4\pi a^3/3$. The fields are static, both media are linear and isotropic, and the interfaces are sharp. With the contrast factors

$$b_l=\frac{l(q-1)}{lq+l+1},$$

the result to be derived is, for fixed $q>0$, $q\neq1$ and $f\to0$,

$$\frac{k_{\rm eff}}{k_m}=1+\frac{3f}{\dfrac1{b_1}-f-c\,b_3f^{10/3}+O(f^{14/3})},\qquad c\simeq1.305 .$$

Without the term in $f^{10/3}$ this is the Maxwell Garnett formula. The power 10/3 belongs to the denominator. The permittivity itself departs from Maxwell Garnett theory with a different power, which will be found from this one.

The first ingredient is the response of a single sphere. Around the centre of a sphere, in the host, the potential is a sum of terms

$$\left(A_{lm}r^l+\frac{B_{lm}}{r^{l+1}}\right)C_{lm}(\theta,\varphi).$$

Here $C_{lm}$ is a real spherical harmonic, normalized so that the average of $C_{lm}^2$ over all directions is $1/(2l+1)$. For $m=0$ this gives $C_{l0}=P_l(\cos\theta)$. The coefficients $A_{lm}$ describe the field that reaches the sphere from outside, and the $B_{lm}$ are the multipole moments induced on it. For $m=0$ the second index will be dropped. Inside the sphere the potential must be finite at the centre, so each term has the form $F_{lm}r^lC_{lm}$.

At $r=a$ the potential is continuous. Division by $a^l$ gives

$$A_{lm}+B_{lm}a^{-2l-1}=F_{lm}.$$

The normal component of the displacement is continuous too. With the permittivity of the host scaled to 1 and that of the sphere to $q$, division by $a^{l-1}$ gives

$$lA_{lm}-(l+1)B_{lm}a^{-2l-1}=q\,l\,F_{lm}.$$

Inserting $F_{lm}$ from the first condition and collecting terms gives

$$l(1-q)A_{lm}=(ql+l+1)B_{lm}a^{-2l-1},$$

and therefore

$$B_{lm}=-b_l\,a^{2l+1}A_{lm}.\tag{1}$$

For a uniform field $E_0$ along $z$ the potential is $-E_0z$, so $A_1=-E_0$ and $B_1=b_1a^3E_0$. A sphere of higher permittivity than its host has a dipole along the field, and a pore has one against it. The factor $a^{2l+1}$ matters most for what follows: a small sphere responds much more weakly to a strongly curved potential than to a uniform field.

Symmetry removes most of the moments. Let the mean field $E$ point along $z$, through the centres of neighbouring spheres. A reflection $z\to-z$ leaves the lattice as it is and reverses the mean field, so the potential, with its zero at the centre of a sphere, is odd in $z$. A quarter turn about the $z$ axis leaves both lattice and field unchanged, and so do the reflections $x\to-x$ and $y\to-y$. The potential thus contains $\cos m\varphi$ with $m=0,4,8,\dots$ and no sines. Under $z\to-z$ the harmonic $C_{lm}$ acquires the factor $(-1)^{l+m}$. Since $m$ is even, $l$ must be odd. The moments that remain are the dipole $B_1$, the octupole $B_3$, two moments with $l=5$ (for $m=0$ and $m=4$), and higher ones. There is no quadrupole.

The effective permittivity can now be tied to the dipole moment alone. Take the cubic cell centred on a sphere. The mean field is defined by the potential difference between opposite faces, and the mean displacement by the flux through the top face, whose area is 1:

$$\phi(z=\tfrac12)-\phi(z=-\tfrac12)=-E,\qquad D=-\int_{\rm top}\partial_z\phi\,dS,\qquad \frac{k_{\rm eff}}{k_m}=\frac DE .$$

Since the spheres do not touch, the faces lie in the host. In the part of the cell outside the sphere, both $\phi$ and the function $z$ satisfy Laplace's equation. Green's identity then says that the integral of $\phi\,\partial_nz-z\,\partial_n\phi$ over the whole boundary of this region vanishes, with $n$ the outward normal.

On the top and bottom faces $\partial_nz=\pm1$, so the first term contributes $\int_{\rm top}\phi-\int_{\rm bottom}\phi=-E$. In the second term, $z\,\partial_n\phi$ equals $\frac12\partial_z\phi$ on the top face and $(-\frac12)(-\partial_z\phi)=\frac12\partial_z\phi$ on the bottom face. The field is periodic, so the two add up to $\int\partial_z\phi\,dS=-D$. With the minus sign in front, the horizontal faces give $-E+D$. On the side faces $\partial_nz=0$, and the values of $z\,\partial_n\phi$ on opposite faces cancel because the field is periodic and the normals are opposite. On the sphere the normal that points out of the region is $-\hat r$. Hence

$$D-E=\oint_{r=a}\left(\phi\,\partial_rz-z\,\partial_r\phi\right)dS .$$

Since $z=r\cos\theta$ is a harmonic with $l=1$, $m=0$, orthogonality leaves only that part of $\phi$. The integrand is

$$\left[\left(A_1r+\frac{B_1}{r^2}\right)-r\left(A_1-\frac{2B_1}{r^3}\right)\right]\cos^2\theta=\frac{3B_1}{r^2}\cos^2\theta .$$

The integral of $\cos^2\theta$ over the sphere is $4\pi r^2/3$, so $D-E=4\pi B_1$ and

$$\frac{k_{\rm eff}}{k_m}=1+\frac{4\pi B_1}{E}.\tag{2}$$

No multipole has been neglected here. The higher moments influence the permittivity through their effect on $B_1$.

It remains to find the field that the other spheres produce at a given sphere. A direct sum of dipole fields over the lattice is awkward. The field of a dipole falls as $R^{-3}$ while the number of dipoles at distance $R$ grows as $R^2$, so the sum depends on the order in which its terms are taken, that is, on the shape of the sample. A periodic potential avoids this difficulty. Let $G$ be the periodic function that satisfies

$$-\nabla^2G=4\pi\left[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-1\right].$$

It is the potential of unit charges on all lattice points $\mathbf R$ in a uniform neutralizing background. The background is needed because the Laplacian of a periodic function integrates to zero over a cell.

Near the origin $G=1/r+g$, where $g$ is smooth and $\nabla^2g=4\pi$. Since $\nabla^2r^2=6$, one solution is $(2\pi/3)r^2$. What must be added to it is harmonic and has the full symmetry of the cube. Inversion excludes odd degrees. Degree two is excluded as well, because the one quadratic form with cubic symmetry is $r^2$, which is not harmonic. Therefore

$$G=\frac1r+{\rm const}+\frac{2\pi}{3}r^2+H_4+H_6+\cdots,\tag{3}$$

where $H_n$ is a harmonic polynomial of degree $n$. Let $U_nz^n$ be its value on the $z$ axis. For $n\ge4$ the coefficients are the lattice sums

$$U_n=\sum_{\mathbf R\ne0}\frac{P_n(\cos\theta_{\mathbf R})}{R^{n+1}} .$$

The expansion of $1/|\mathbf r-\mathbf R|$ about the origin suggests this at once, since on the $z$ axis its term of degree $n$ is $z^nP_n(\cos\theta_{\mathbf R})/R^{n+1}$. One must still show that the background adds nothing. Take any fourth derivative $\mathcal D$ of the potentials, with the singularities at the lattice points understood as distributions. The sum of $\mathcal D(1/|\mathbf r-\mathbf R|)$ over the lattice converges absolutely, because its terms fall as $R^{-5}$. It is periodic and has the same sources as $\mathcal DG$, since differentiation removes the constant background. The difference of the two is periodic and harmonic everywhere, hence a constant. The average of $\mathcal DG$ over a cell is zero, because it is the derivative of a periodic function. The average of the lattice sum equals the integral of $\mathcal D(1/r)$ over all space. This is the limit of a surface integral of third derivatives, which fall as $R^{-4}$ on a surface that grows as $R^2$, so it vanishes too. The constant is zero.

Numerically, an Ewald summation of $G$ gives $U_4=3.10823$ and $U_6=0.57333$. Direct summation over the lattice gives the same values to these digits. The coefficient of $r^2$ comes out as 2.094395, which is $2\pi/3$. The six nearest neighbours alone contribute $2P_4(1)+4P_4(0)=2+4\cdot\frac38=3.5$ to $U_4$, so the shells beyond them lower this value by 11%.

Periodic multipoles follow from $G$ by differentiation. The potential of a unit charge displaced by $s$ along $z$ can be expanded in two ways,

$$\frac1{|\mathbf r-s\hat z|}=\sum_l s^l\frac{P_l(\cos\theta)}{r^{l+1}}=\sum_l\frac{(-s)^l}{l!}\,\partial_z^l\frac1r ,$$

and equal powers of $s$ give $P_l/r^{l+1}=\frac{(-1)^l}{l!}\partial_z^l(1/r)$. The function $G_l=\frac{(-1)^l}{l!}\partial_z^lG$ is therefore the potential of unit multipoles on all lattice points. Since $G_l$ is periodic, it adds nothing to the potential difference across a cell.

The potential outside the spheres is then

$$\phi=-Ez+B_1G_1+B_3G_3+\cdots,$$

where the dots stand for all higher moments. To see this, subtract the right side from the left. The difference is periodic, and its singular parts at the lattice points cancel, so it is harmonic everywhere and hence constant. As it is odd in $z$, it is zero.

The incoming coefficients $A_l$ can be read off on the $z$ axis, where harmonics with $m>0$ vanish. The smooth part of $G_1=-\partial_zG$ is, from equation (3),

$$-\frac{4\pi}3z-4U_4z^3-6U_6z^5-\cdots,$$

and that of $G_3=-\frac16\partial_z^3G$ is

$$-\frac{24}{6}U_4z-\frac{120}{6}U_6z^3-\cdots=-4U_4z-20U_6z^3-\cdots .$$

If the moments with $l\ge5$ are left out for the moment, the coefficients of $z$ and $z^3$ are

$$A_1=-E-\frac{4\pi}3B_1-4U_4B_3,\qquad A_3=-4U_4B_1-20U_6B_3 .\tag{4}$$

The term $\frac{4\pi}{3}B_1$ is the Lorentz field. With one dipole per unit volume, $B_1$ is also the polarization, and each sphere feels the mean field increased by $4\pi/3$ times that polarization. Here it has come from the neutralizing background, with no assumption about the shape of the sample.

Suppose now that the spheres carried dipoles alone. Equation (1) gives $A_1=-B_1/(b_1a^3)$, and the first of equations (4) with $B_3=0$ becomes

$$\frac E{B_1}=\frac1{b_1a^3}-\frac{4\pi}3 .$$

Equation (2) then yields, after numerator and denominator are multiplied by $a^3$,

$$\frac{k_{\rm eff}}{k_m}=1+\frac{4\pi a^3}{1/b_1-4\pi a^3/3}=1+\frac{3f}{1/b_1-f}.$$

This is the Maxwell Garnett formula. For a simple-cubic array it is thus the dipole approximation, with the interaction of the dipoles fully included. It owes its simple form to the missing harmonic of degree two in equation (3). Such a harmonic would let the neighbouring dipoles add a field beyond the Lorentz field, and the term $-f$ in the denominator would have a different coefficient.

The effective permittivity has been tied exactly to the dipole moment of a sphere, and dipoles alone, with their interaction fully included, give the Maxwell Garnett formula. It remains to restore the octupole, derive the $f^{10/3}$ term in the denominator, and explain why the correction is so small and grows so steeply.

Numbers in the example were calculated in double precision.
